Velocity operator and f-sum rule with nonlocal spin-orbit projectors, part 2

An electron has the Hamiltonian H = p²/2 + V_loc(r) + V, where V_loc is local and V is nonlocal and contains spin-orbit coupling. Its velocity is v = p + i[V,r]. The question is what goes wrong when part of the commutator is left out. Hartree atomic units are used, so ħ = m_e = 1.

In the example V_loc is an isotropic oscillator well of frequency ω0 = 0.20 hartree. Energies are counted from its ground level, the s state |0σ⟩ with spin σ. V acts only on the first excited shell |x⟩, |y⟩, |z⟩, as a + b L·S, with b = 0.04 hartree and a = 0 or −0.04 hartree. L·S is 1/2 in p3/2 and −1 in p1/2. The oscillator gives

x|0⟩ = |x⟩/√(2ω0),  p_x|0⟩ = i√(ω0/2) |x⟩.  (3)

With (L_k)_{ij} = −iε_{kij} and S_k = σ_k/2, where σ_k are the Pauli matrices,

L·S|z↑⟩ = ½(−i|y⟩)|↓⟩ + (i/2)(i|x⟩)|↓⟩ = −½(|x⟩ + i|y⟩)|↓⟩.  (8)

For an initial state |0⟩ of energy E_0, S_v is the sum of 2|⟨n|v_x|0⟩|²/(E_n − E_0) over all states with E_n ≠ E_0. S_p is the same sum with p_x in place of v_x. For a bound eigenstate,

S_v = T,  T = 1 + ⟨0|[x,[V,x]]|0⟩.  (23)

If w = i[V_om,x] is left out of v_x, the sum becomes S̃. When x does not connect |0⟩ to another state of the same energy,

S̃ − T = −2⟨0|[x,[V_om,x]]|0⟩ + 2Σ_n |⟨n|w|0⟩|²/(E_n − E_0).  (24)

For the s state with a = 0, T = 1 and p alone gives S_p = F = 1.0227; this error is of second order in b.

A uniform vector potential A along x, with charge and speed of light absorbed, gives

H(A) = e^{−iAx} H e^{iAx}.  (19)

At A = 0 its first derivative is v_x and its second is the diamagnetic operator [x,[H,x]]. The kernel of i[V,x] is

i V(r,r′)(x′ − x).  (11)

10. Removing the spin-flip blocks alone

Suppose that the spin-conserving part of i[V,r] is kept and only the flips are dropped. Take a = 0 and spin quantized along z. For z polarization, (8) shows that the whole spin-orbit contribution is a flip. What is left is p, so the sum is F = 1.0227.

For x polarization one piece survives. From L_z|x⟩ = i|y⟩ and S_z|↑⟩ = ½|↑⟩, the truncated velocity gives

(i/√(2ω0))|u⟩,  |u⟩ = (ω0|x⟩ + (ib/2)|y⟩)|↑⟩.  (30)

Its squared norm is ⟨u|u⟩ = ω0² + b²/4. With L_z|y⟩ = −i|x⟩, the two cross terms in ⟨u|L_z|u⟩ are each ω0b/2. Hence ⟨u|L_z|u⟩ = ω0b and ⟨u|L·S|u⟩ = ω0b/2, because S_x and S_y have no mean in |↑⟩.

L·S takes two values on the shell, so the inverse of H can be written there as

1/(ω0 + b L·S) = c0 + c1L·S.

The two levels require c0 + c1/2 = 1/0.22 = 4.5455 and c0 − c1 = 1/0.16 = 6.2500 in inverse hartree. Subtraction gives c1 = −1.1364, and then c0 = 5.1136. The sum is

S_x = (1/ω0)[ c0(ω0² + b²/4) + c1ω0b/2 ]
  = 5 × (5.1136 × 0.0404 − 1.1364 × 0.0040) = 1.010.  (31)

The x and z sums are now 1.010 and 1.023, although the system is isotropic and both should be 1. Starting from |0↓⟩ does not repair this: L_z and S_z both change sign in the x calculation, and their product does not. The direction singled out is the spin quantization axis, which has no physical meaning here. The truncated operator is not rotationally invariant.

11. Starting from p1/2

The quadratic error found for the s state is not a general law. Take the initial state

|ψ⟩ = [ |z↑⟩ + (|x⟩ + i|y⟩)|↓⟩ ]/√3.  (32)

To check that L·S|ψ⟩ = −|ψ⟩, call the two unnormalized pieces u1 and u2. Equation (8) says L·S u1 = −u2/2. In u2, L_z = 1 and S_z = −½, which contributes −u2/2. Hermiticity fixes the other part: ⟨u1|L·S|u2⟩ = −½⟨u2|u2⟩ = −1, hence −u1. The sum is −(u1 + u2), as required.

The energy of this state is ω0 + λ, with λ = a − b. One third of its weight lies in |x⟩, so the mean number of oscillator quanta along x is 1/3. The coordinate x raises or lowers this number by one. The squared norms of the two results are

raised: (4/3)/(2ω0),  lowered: (1/3)/(2ω0).  (33)

The raised part is in the second excited shell, at energy 2ω0, where V does not act. The lowered part is the s state at zero. The energy differences are ω0 − λ and −(ω0 + λ). Thus

T = (1/ω0)[ (4/3)(ω0 − λ) − (1/3)(ω0 + λ) ] = 1 − 5λ/(3ω0).  (34)

The momentum is iω0 times the raised part of x minus iω0 times the lowered part. Used alone it gives

S(p alone) = (4/3)/(1 − λ/ω0) − (1/3)/(1 + λ/ω0).  (35)

For small λ the right side is 1 + 5λ/(3ω0), so the error relative to T begins with 10λ/(3ω0). It is first order. In (24) the cause is visible: the mean double commutator now has a first-order part, −5λ/(3ω0).

With a = 0 and b = 0.04 hartree, λ = −0.04 hartree and

T = 1 + 0.20/0.60 = 1.333,
S(p alone) = 1.3333/1.20 − 0.3333/0.80 = 0.694.

The momentum sum is 48 percent below T. The s state, with the same Hamiltonian, had an error of 2.3 percent.

With a = −0.04 hartree the correct sum for p1/2 is 1.667. The sums are 1.016 without the spin-orbit part and 0.397 with p alone. A value of 1.016 looks satisfactory if compared with 1, but it is 39 percent below the correct total.

For several independent electrons, sum over occupied states. A transition between two occupied states is forbidden, but including it does no harm: its contribution from n to m cancels that from m to n, because |v_mn|² is the same and the energy difference changes sign. If both s states and both p1/2 states are filled with a = 0, the total is

T = 2 × (1.0000 + 1.3333) = 4.667,
S(p alone) = 2 × (1.0227 + 0.6944) = 3.434.

The momentum misses 26 percent of T. The total T differs from the electron number, 4, because V is nonlocal.

12. A false divergence at low frequency

The violation of the sum rule has a direct consequence for the response. Write Δ_n = E_n − E_0. Away from resonance the polarizability of the s state is

α(ω) = Σ_n 2Δ_n|⟨n|x|0⟩|²/(Δ_n² − ω²).  (36)

Replace |⟨n|x|0⟩|² by |⟨n|v_x|0⟩|²/Δ_n² and use

1/[Δ(Δ² − ω²)] = (1/ω²)[ Δ/(Δ² − ω²) − 1/Δ ].  (37)

This holds because the difference in the bracket is ω²/[Δ(Δ² − ω²)]. The result is

α(ω) = (1/ω²)[ Σ_n 2Δ_n|⟨n|v_x|0⟩|²/(Δ_n² − ω²) − T ].  (38)

At low frequency the bracket tends to S_v − T = 0, and α stays finite. If v is replaced by p, and T by the value 1 that belongs to the kinetic energy, the cancellation fails and leaves a term (S_p − 1)/ω². It varies with frequency like the response −1/ω² of a free electron, here with the opposite sign, although the electron is bound.

For a = 0, b = 0.04 hartree and ω = 0.01 hartree, both the length form and the full velocity form give 25.64 bohr³. The momentum gives 256.16 bohr³. The false term is 0.022727/0.0001 = 227.27 bohr³. Subtracting it leaves 28.89 bohr³, still 13 percent above the correct value. Removing the divergence by hand does not correct the transition strengths.

13. A projector that is not an oscillator shell

The closed forms used a projector identical with one shell. Make it narrower, with radial form r exp(−r²/2s²) and s = 1.8 bohr instead of 2.236 bohr. It now couples different p shells of the oscillator. The sum rule (23) makes no use of the special shape and must survive.

For a = −0.04 and b = 0.04 hartree, the numerical T and the full velocity sum are both 0.822 for the s state and both 1.469 for the p1/2 state. They agree within the test tolerance of 0.00001. Without the spin-orbit part the sums are 0.846 and 1.002; with p alone they are 1.254 and 0.539. When only the spin-orbit part is omitted, the error is again small for s (2.9 percent of T) and large for p1/2 (32 percent). With p alone both errors are large, 53 and 63 percent.

14. From a bound state to a Bloch state

In a crystal x is not periodic, and its mean in a Bloch state is not defined. The velocity remains well defined, because its kernel contains only the difference x′ − x. Write a Bloch state as e^{ik·r} times a periodic function. That function is an eigenstate of

H_k = e^{−ik·r}He^{ik·r},  v_k = ∂H_k/∂k.  (39)

This is (19) with the crystal momentum in place of A. There is one difference: the energy of a bound state does not change with A, whereas a band energy changes with k.

For an l = 1 Gaussian projector the Fourier transform of r_i g(r) is proportional to −iK_if(K), where K = k + G, G is a reciprocal lattice vector and f(K) = exp(−s²K²/2). In V one transform is complex conjugated, and (−i)(+i) = 1. The scalar part gives K·K′. The spin-orbit part gives

K_i(−iε_{kij})K′_jσ_k/2 = −(i/2)σ·(K×K′).

With constants and the cell volume absorbed into a and b,

V(K,K′) = f(K)f(K′)[ aK·K′ − (ib/2)σ·(K×K′) ].  (40)

A change of k shifts K and K′ together, so both must be differentiated. Each f contributes −s² times its component. For the cross product,

e_x×K′ + K×e_x = e_x×(K′ − K).

Hence the potential part of the x velocity is

−s²(K_x + K′_x)V(K,K′) + f(K)f(K′)[ a(K_x + K′_x) − (ib/2)σ·(e_x×(K′ − K)) ].  (41)

The terms with σ_x and σ_y are the spin-flip blocks. The kinetic part is K_x on the diagonal.

With inversion and time-reversal symmetry each band is a degenerate pair at every k. Expand the Hamiltonian for a small change q along x:

H_{k+q} = H_k + qv + ½q²D,  D = ∂²H_k/∂k_x².

To second order the mean energy of the pair changes by q times the pair mean of ⟨n|v|n⟩, plus q² times the pair mean of

½⟨n|D|n⟩ + Σ_m |v_mn|²/(E_n − E_m),

with m outside the pair. The first derivative is the band velocity. The second is the inverse mass,

1/m* = pair mean of [ ⟨n|D|n⟩ + 2Σ_m |v_mn|²/(E_n − E_m) ].  (42)

If the energy did not depend on k, the left side would be zero and (42) would reduce to the balance S_v = T.

15. Numbers for a model crystal

Take a simple cubic cell of 6 bohr with a local Fourier coefficient of −0.05 hartree at each of the six shortest nonzero reciprocal lattice vectors, s = 1 bohr, a = −0.10 and b = 0.20 hartree bohr². These are chosen model values, with a strong spin-orbit term. The basis holds 125 plane waves: each component of G runs from −2 to 2 in units of 2π/(6 bohr). The figures below belong to this finite basis, and the comparison between operators is made within it. They are not converged to all the digits shown. With 343 or 729 plane waves, which agree with each other to four decimals, the velocities below rise by 0.0002 to 0.0003, and the inverse masses −0.0519, −0.0280 and −0.0451 become −0.0507, −0.0253 and −0.0413. The signs and the ordering are unchanged. Consider the second pair of bands at k = (0.20, 0.10, 0.05) × 2π/(6 bohr).

Differentiating the band energies with respect to k_x gives an x component of the velocity of 0.0605 atomic units and an inverse mass along x of −0.0519 in units of 1/m_e. All velocities and inverse masses below refer to this direction. The full velocity operator reproduces both. Without the spin-orbit commutator the velocity is −0.0920; with p alone it is −0.1595. Even the sign is wrong.

The velocity is a mean value, so its contributions add:

−0.1595 (p) + 0.0675 (scalar part) + 0.1524 (spin-orbit part) = 0.0604,

which agrees with 0.0605 within rounding. A small total made of larger terms is sensitive to omission.

The inverse mass is −0.0280 without the spin-orbit part and −0.0451 with p alone, when D is truncated in the same way. The cruder operator is nearer the correct value here. The terms in (42) have different signs and their errors can partly cancel, so one good mass does not validate the operator.

16. Where the result applies

These are one-electron models with fixed potentials. Self-consistent fields and electron-hole interaction are left out, and the percentages belong to the chosen parameters. The commutator rule is wider: any term of H that does not commute with r adds to the velocity, and the same H must supply the energies, states, velocity and diamagnetic term. The sum rule then tests whether these parts are consistent with one another. It does not show that a pseudopotential reproduces the transition strengths of the all-electron atom. The values behind the rounded figures are in the numerical output.

Values computed for the example and the checks

```
oscillator frequency w0 = 0.20 hartree
spin-orbit strength b = 0.04 hartree
p3/2 - p1/2 splitting = 0.0600 hartree = 1.633 eV
matched projector width = 2.2361 bohr
|<z up|v_z|s up>| = 0.31623 a.u.
|<x down|v_z|s up>| = 0.03162 a.u.
Sums (dimensionless): T; full v; no SO commutator; p alone
a= 0.00 hartree, s: 1.00000; 1.00000; 1.02273; 1.02273
a= 0.00 hartree, p1/2: 1.33333; 1.33333; 0.69444; 0.69444
a=-0.04 hartree, s: 0.80000; 0.80000; 0.82963; 1.29630
a=-0.04 hartree, p1/2: 1.66667; 1.66667; 1.01587; 0.39683
s, a=0, flip blocks removed, x polarization: 1.01023
s, a=0, flip blocks removed, z polarization: 1.02273
Violation S(p alone)-T, s state, a=0 (dimensionless)
b = 0.01 hartree: 0.001284
b = 0.02 hartree: 0.005291
b = 0.04 hartree: 0.022727
b = 0.08 hartree: 0.111111
polarizability frequency = 0.01 hartree
polarizability, length form = 25.6404 bohr^3
polarizability, full velocity = 25.6404 bohr^3
polarizability, p alone = 256.1604 bohr^3
false term (S-1)/freq^2 = 227.2727 bohr^3
Narrow projector, width 1.8 bohr, a=-0.04, b=0.04 hartree
s: 0.82204; 0.82204; 0.84552; 1.25373
p1/2: 1.46906; 1.46906; 1.00191; 0.53858
crystal: cell 6.0 bohr, projector width 1.0 bohr
crystal: local Fourier coefficient -0.05 hartree
crystal: a = -0.10, b = 0.20 hartree bohr^2
crystal: k = (0.20, 0.10, 0.05) * 2 pi/cell, second pair
pair energy = 0.06678 hartree
from energies: velocity 0.06048 a.u.
from energies: inverse mass -0.05193 1/m_e
full v: velocity 0.06048 a.u.
full v: inverse mass -0.05193 1/m_e
no SO commutator: velocity -0.09196 a.u.
no SO commutator: inverse mass -0.02796 1/m_e
p alone: velocity -0.15949 a.u.
p alone: inverse mass -0.04505 1/m_e
```
